# Intrinsic Electron Density of Graphene from the Fermi Distribution

## The problem

A graphene sheet forms the channel of a transistor. It is undoped, uniform, electrically neutral and in thermal equilibrium at temperature $T$. Near the corners of its Brillouin zone the two bands are

$$E_\pm(k)=\pm\hbar v k ,$$

where $k$ is the distance in wave-vector space from the corner and $v$ is the band velocity. Energies are measured from the point where the bands touch. Each state has two spin orientations, and there are two inequivalent corners, called valleys.

1. Where does the chemical potential $\mu$ lie?
2. How many upper-band states are there per unit area and unit energy?
3. Find the density $n_i$ of electrons in the upper band as a closed formula.
4. Evaluate it at $T=300$ K for $v=1.0\times10^{6}$ m/s, and decide whether Boltzmann statistics would have been good enough.

## Hints

**Hint 1.** In the neutral sheet every electron in the upper band has left an empty state, a hole, in the lower band. Compare the probability that a state at $+E$ is filled with the probability that a state at $-E$ is empty.

**Hint 2.** Count states in a thin ring of radius $k$. In a sheet of area $A$, one allowed wave vector occupies an area $(2\pi)^2/A$ of $k$-space.

**Hint 3.** Measure energy in units of $k_BT$. All dependence on temperature and velocity then moves in front of a pure number.

**Hint 4.** To find that number, expand the Fermi function in powers of $e^{-x}$. The resulting alternating series can be summed with the Fourier series of $x^2$.

## Full solution

### 1. The chemical potential

The probability that a state of energy $E$ is occupied is

$$f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}.$$

Let $D(E)$ be the number of upper-band states per area and energy. The lower band is the mirror image of the upper one, so it has the same number of states at $-E$. The electron and hole densities are therefore

$$n=\int_0^\infty D(E)\,f(E)\,dE,\qquad
p=\int_0^\infty D(E)\,[1-f(-E)]\,dE .$$

Try $\mu=0$ and write $x=E/k_BT$. Then

$$1-f(-E)=1-\frac{1}{e^{-x}+1}=\frac{e^{-x}}{e^{-x}+1}=\frac{1}{1+e^{x}}=f(E).$$

The two integrands agree, so $n=p$ and the sheet is neutral. No other value of $\mu$ will do. At nonzero temperature, raising $\mu$ raises every occupation probability, which increases $n$ and decreases $p$. Hence $\mu=0$.

### 2. The density of states

A ring between $k$ and $k+dk$ has area $2\pi k\,dk$. Dividing by $(2\pi)^2/A$ gives the number of wave vectors in it, and dividing by $A$ gives the number per unit area of the sheet. With two spins and two valleys,

$$4\,\frac{2\pi k\,dk}{(2\pi)^2}=\frac{2}{\pi}\,k\,dk .$$

The factor of two for valleys comes from the hexagonal zone. It has six corners, and one third of a small disk around each corner lies inside the zone. Together these pieces make $6\times\frac13=2$ complete disks.

In the upper band $k=E/(\hbar v)$ and $dk=dE/(\hbar v)$, so

$$D(E)=\frac{2E}{\pi(\hbar v)^2}.$$

The density of states vanishes at the touching point and grows linearly above it. There is no gap, but there are few states at the energies where occupation is most likely.

### 3. The integral

With $\mu=0$,

$$n_i=\frac{2}{\pi(\hbar v)^2}\int_0^\infty\frac{E\,dE}{e^{E/k_BT}+1}.$$

Substitute $E=k_BT\,x$. The factor $E$ and the differential $dE$ each supply one factor $k_BT$:

$$n_i=\frac{2}{\pi}\left(\frac{k_BT}{\hbar v}\right)^2 I,\qquad
I=\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The real band does not stay linear up to infinite energy, but the integrand is negligible long before that matters. For large $X$ the Fermi function is close to $e^{-x}$, and the part of $I$ above $X$ is close to $(X+1)e^{-X}$. An energy of 0.5 eV at 300 K corresponds to $X\approx19.3$. The fraction of electrons above it is about $1\times10^{-7}$.

**Turning the integral into a series.** The finite geometric sum gives

$$\sum_{m=1}^{M}(-1)^{m+1}e^{-mx}
=\frac{e^{-x}\left[1-(-1)^Me^{-Mx}\right]}{1+e^{-x}}
=\frac{1-(-1)^Me^{-Mx}}{e^x+1}.$$

Rearranged, this is

$$\frac{1}{e^x+1}=\sum_{m=1}^{M}(-1)^{m+1}e^{-mx}
+(-1)^M\frac{e^{-Mx}}{e^x+1}.$$

Multiply by $x$ and integrate. Integration by parts gives, for each term of the sum,

$$\int_0^\infty x e^{-mx}dx
=\left[-\frac{x e^{-mx}}{m}\right]_0^\infty+\frac1m\int_0^\infty e^{-mx}dx
=\frac1{m^2}.$$

Because $1/(e^x+1)<e^{-x}$, the last term contributes, in magnitude, less than

$$\int_0^\infty xe^{-(M+1)x}dx=\frac{1}{(M+1)^2}.$$

This tends to zero as $M$ grows, so

$$I=\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}.$$

Keeping the remainder explicit matters because the infinite geometric series does not converge at $x=0$.

**Summing the series.** On $-\pi\le x\le\pi$ the even function $x^2$ has a cosine series. Its constant term is the mean value

$$\frac1\pi\int_0^\pi x^2dx=\frac{\pi^2}{3}.$$

The coefficient of $\cos mx$ is $\frac2\pi\int_0^\pi x^2\cos mx\,dx$. Two integrations by parts give

$$\int_0^\pi x^2\cos mx\,dx
=\left[\frac{x^2\sin mx}{m}\right]_0^\pi-\frac2m\int_0^\pi x\sin mx\,dx ,$$

$$\int_0^\pi x\sin mx\,dx
=\left[-\frac{x\cos mx}{m}\right]_0^\pi+\frac1m\int_0^\pi\cos mx\,dx
=-\frac{\pi(-1)^m}{m}.$$

The first bracket vanishes, as does the integral of $\cos mx$. The coefficient is therefore $\frac2\pi\cdot\frac{2\pi(-1)^m}{m^2}=4(-1)^m/m^2$, and

$$x^2=\frac{\pi^2}{3}+4\sum_{m=1}^{\infty}\frac{(-1)^m}{m^2}\cos mx .$$

The equality holds at every point of the interval: $x^2$ has equal values at the two ends, so its periodic continuation is continuous, and the coefficients have a convergent sum of magnitudes. Setting $x=0$ gives

$$0=\frac{\pi^2}{3}-4I,\qquad I=\frac{\pi^2}{12}\approx0.8225 .$$

**The result.** Since $\frac2\pi\cdot\frac{\pi^2}{12}=\frac\pi6$,

$$\boxed{\,n_i=\frac{\pi}{6}\left(\frac{k_BT}{\hbar v}\right)^2\,}$$

The ratio $k_BT/(\hbar v)$ is the wave number at which the band energy equals $k_BT$. It sets the scale of the region that thermal electrons occupy around each corner, although most of them lie somewhat farther out. The radius of that region grows in proportion to $T$, and its area in proportion to $T^2$. Hence $n_i$ grows as $T^2$, without the exponential factor of a semiconductor whose gap is much larger than $k_BT$.

### 4. The number at 300 K

The two energy scales are

$$k_BT=0.025852\ \text{eV},\qquad \hbar v=0.65821\ \text{eV nm}.$$

Their ratio is $0.039276\ \text{nm}^{-1}$, so

$$n_i=0.5236\times(0.039276\ \text{nm}^{-1})^2
=8.08\times10^{-4}\ \text{nm}^{-2}.$$

One $\text{nm}^{-2}$ is $10^{14}\ \text{cm}^{-2}$. Therefore

$$n_i\approx8.1\times10^{10}\ \text{cm}^{-2}.$$

There are equally many holes. The total density of mobile carriers is $1.6\times10^{11}\ \text{cm}^{-2}$, although the net charge is zero.

**Boltzmann statistics.** Replacing $1/(e^x+1)$ by $e^{-x}$ changes $I$ from $\pi^2/12$ to 1. The density then comes out too large by the factor $12/\pi^2=1.216$, an error of about 22% relative to the Fermi result. At the touching point the true occupation is $\frac12$, while the Boltzmann expression gives 1. The approximation needs small occupation, and here the chemical potential sits at the band edge.

**Temperature and velocity.** At 400 K, with $v$ unchanged, the density is larger by $(400/300)^2=1.78$ and reaches $1.44\times10^{11}\ \text{cm}^{-2}$. At 300 K, taking $v=1.1\times10^6$ m/s instead gives $6.7\times10^{10}\ \text{cm}^{-2}$, which is 17% lower. A faster band is steeper and has fewer states within reach of $k_BT$.

**Is the linear band good enough?** A nearest-neighbour model of the honeycomb lattice can size one part of the answer, the curvature that the lattice gives to the band of non-interacting electrons. Its upper band is

$$E=t\left|1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}\right|,$$

where $t$ is the hopping energy and $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\frac12,\frac{\sqrt3}{2})$ are lattice vectors. At the corner $\mathbf K=(4\pi/3a,0)$ the three terms cancel. For a small displacement $\mathbf q$ from it, let $\alpha=\mathbf q\cdot\mathbf a_1$ and $\beta=\mathbf q\cdot\mathbf a_2$. To first order the sum is $i(e^{4\pi i/3}\alpha+e^{2\pi i/3}\beta)$, with squared magnitude

$$\alpha^2+\beta^2+2\alpha\beta\cos\frac{2\pi}{3}
=\alpha^2+\beta^2-\alpha\beta=\frac34a^2q^2 .$$

Thus $E\approx\frac{\sqrt3}{2}taq$, and equal velocity requires $t=2\hbar v/(\sqrt3a)$. Setting $a=0.246$ nm as the input of the model gives $t=3.09$ eV.

Summing the Fermi function of this band over a $3000\times3000$ grid covering the whole zone, with two spins and no valley factor inserted, gives $8.08\times10^{10}\ \text{cm}^{-2}$. The sum finds both valleys by itself. A finer integral around one corner, doubled, puts the effect of band curvature at $+0.016\%$ of $n_i$. At 300 K, curvature in this model is irrelevant. The model contains no Coulomb interaction between electrons. In real neutral graphene that interaction makes the velocity rise logarithmically toward the touching point, by an amount that depends on the substrate. Then $v$ must be read as an effective value at thermal energies, and $n_i$ grows somewhat faster than $T^2$: a rough estimate raises the ratio between 400 K and 300 K by several percent above 1.78. These values are listed in the numerical output.

## Variation 1: a sheet with charge puddles

**Question.** Charges in the substrate make the local chemical potential, measured from the local touching point, vary from place to place. Suppose its distribution is Gaussian with mean zero and standard deviation $s$, and that it varies slowly enough for the uniform-sheet formulas to hold locally. What is the mean electron density for $s=50$ meV at 300 K?

**Solution.** Let $\eta=\mu/k_BT$ and

$$F(\eta)=\int_0^\infty\frac{x\,dx}{e^{x-\eta}+1}.$$

Repeating the counting above with $\mu\ne0$ gives $n=\frac2\pi(k_BT/\hbar v)^2F(\eta)$. For holes, $1-f(-E)=1/(e^{x+\eta}+1)$, so $F(\eta)$ is replaced by $F(-\eta)$.

The Fermi factor depends on $x-\eta$, so its derivative with respect to $\eta$ is minus its derivative with respect to $x$. Integrating by parts,

$$F'(\eta)=\int_0^\infty\frac{dx}{e^{x-\eta}+1}
=\left[-\ln(1+e^{\eta-x})\right]_0^\infty=\ln(1+e^\eta).$$

Consequently,

$$\frac{d}{d\eta}\left[F(\eta)+F(-\eta)\right]
=\ln\frac{1+e^\eta}{1+e^{-\eta}}=\eta .$$

At $\eta=0$ the sum is $2I=\pi^2/6$. Integrating from there,

$$F(\eta)+F(-\eta)=\frac{\pi^2}{6}+\frac{\eta^2}{2}.$$

The total carrier density is smallest at $\mu=0$. In this model a gate that shifts $\mu$ can exchange electrons for holes, but it cannot empty the channel.

The Gaussian is even, so $F(\eta)$ and $F(-\eta)$ have the same average, equal to half the average of their sum. With $\langle\eta^2\rangle=s^2/(k_BT)^2$,

$$\langle n\rangle=n_i\left[1+\frac{3s^2}{\pi^2(k_BT)^2}\right]
=\frac\pi6\left(\frac{k_BT}{\hbar v}\right)^2+\frac{s^2}{2\pi(\hbar v)^2}.$$

For the given numbers $s/k_BT=1.934$, and the bracket is $1+3(1.934)^2/\pi^2=2.14$. The mean electron density is $1.73\times10^{11}\ \text{cm}^{-2}$.

The second term does not depend on temperature. Within the local treatment, cooling at fixed $s$ therefore brings the density to a constant instead of to zero, and the $T^2$ law fails. The two terms are equal when $s=\pi k_BT/\sqrt3$, about 47 meV at 300 K.

**Beside a real device.** The velocity $1.0\times10^6$ m/s is a rounded value for graphene, and a spread of 50 meV is a rough figure for a sheet on silicon dioxide. The assumption that such a device breaks most strongly, among those sized here, is uniformity: it moves the estimate up by a factor of about two. The local treatment is safe when the puddles are much wider than the inverse thermal wave number, $\hbar v/k_BT\approx25$ nm. Real puddles are roughly tens of nanometres across, so the factor is an estimate. This length grows on cooling, to about 100 nm at 77 K. The local treatment then fails wherever the local chemical potential passes through zero, so for such puddles the low-temperature constant is a rougher estimate still. The ideal $n_i$ is appropriate when $s$ is well below 47 meV at room temperature.

## Variation 2: a small gap

**Question.** A substrate that makes the two sublattices inequivalent can open a gap $2\Delta$, with

$$E_\pm=\pm\sqrt{(\hbar vk)^2+\Delta^2}.$$

How does the electron density change for $2\Delta=40$ meV, with $T=300$ K and $v=1.0\times10^6$ m/s held fixed? This gap is a rough value for a sheet aligned with a boron nitride substrate. Such a sheet also has a moiré superlattice that reshapes the bands near 0.17 eV; the model leaves this out, and about 1.5% of its electrons lie above that energy at 300 K.

**Solution.** The bands are still mirror images, so $\mu=0$ in the neutral sheet. Differentiating $E^2=(\hbar vk)^2+\Delta^2$ gives $E\,dE=(\hbar v)^2k\,dk$. The state count $\frac2\pi k\,dk$ again becomes $2E\,dE/[\pi(\hbar v)^2]$, but now it starts at $E=\Delta$. Every wave vector keeps its state, which is pushed up in energy. No state is left below $\Delta$, and within the cone the density of states above $\Delta$ is unchanged.

With $\delta=\Delta/k_BT$, the number $I$ is replaced by

$$J(\delta)=\int_\delta^\infty\frac{x\,dx}{e^x+1}.$$

For $\delta>0$ the geometric series converges uniformly on the integration range. Since $\int_\delta^\infty xe^{-mx}dx=e^{-m\delta}(\delta/m+1/m^2)$,

$$J(\delta)=\delta\ln(1+e^{-\delta})
+\sum_{m=1}^{\infty}\frac{(-1)^{m+1}e^{-m\delta}}{m^2}.$$

The logarithm is the sum of the terms containing $\delta/m$. Here $\delta=0.020/0.025852=0.774$, and the two parts are 0.293 and 0.417. Their sum, 0.710, is 0.864 of $\pi^2/12$. The density falls by 13.6%, to $7.0\times10^{10}\ \text{cm}^{-2}$.

For $\delta\ll1$ the missing part of the integral is approximately $\int_0^\delta\frac{x}{2}dx=\delta^2/4$, a relative loss of $3\delta^2/\pi^2$. A gap much smaller than $k_BT$ therefore has little effect. For $\delta\gg1$ the first exponential dominates and $J\approx(1+\delta)e^{-\delta}$. The density is then thermally activated, as in an ordinary semiconductor, and Boltzmann statistics become adequate.

## Table of computed values

```
Temperature: 300 K
Band velocity: 1.00e+06 m/s
Thermal energy kB T: 0.025852 eV
hbar v: 0.65821 eV nm
Thermal wave number kB T/(hbar v): 0.039276 1/nm
Fermi integral by quadrature: 0.822467
pi^2/12: 0.822467
Intrinsic electron density, formula: 8.0771e-04 1/nm^2
Intrinsic electron density, formula: 8.077e+10 cm^-2
Same, quadrature over wave number: 8.077e+10 cm^-2
Electrons plus holes: 1.615e+11 cm^-2
Boltzmann result / Fermi result: 1.2159
Energy chosen for tail check: 0.5 eV
Fraction of electrons above it: 9.9e-08
Lattice constant (rough): 0.246 nm
Hopping energy giving the same velocity: 3.090 eV
Whole-zone honeycomb density: 8.080e+10 cm^-2
Change from band curvature: 0.016 %
Puddle spread of mu (rough): 50 meV
Mean electron density with puddles: 1.726e+11 cm^-2
Puddle density / ideal density: 2.137
Full gap 2 Delta (rough): 40 meV
Electron density with gap: 6.976e+10 cm^-2
Change from gap: -13.6 %
Hot-device temperature: 400 K
Electron density when hot: 1.436e+11 cm^-2
Hot density / 300 K density: 1.778
Alternative band velocity: 1.10e+06 m/s
Electron density at that velocity: 6.675e+10 cm^-2
Change from that velocity: -17.4 %
```
